\section*{Static screening error in electron–phonon vertices: metals and polar semiconductors}

\section*{Problem}

A lattice vibration of wavevector $q$ and angular frequency $\omega$ acts on the carriers of a crystal through a potential that couples to their density. Without carrier screening its vertex is $g_b(q)$. The carriers change it to
\begin{equation}
g(q,\omega)=\frac{g_b(q)}{\varepsilon(q,\omega)} ,
\label{vertex}
\end{equation}
where $\varepsilon$ is the carrier dielectric function relative to the background constant $\varepsilon_\infty$. A static calculation uses $\varepsilon(q,0)$ instead. Its relative error is
\begin{equation}
\delta=\frac{g_{\rm stat}}{g_{\rm dyn}}-1=\frac{\varepsilon(q,\omega)}{\varepsilon(q,0)}-1 .
\label{delta}
\end{equation}

Take one isotropic parabolic band of mass $m$ at zero temperature, in the random-phase approximation (RPA) and without collisions. Use
\[
s=\frac{\omega}{v_Fq},\qquad z=\frac{q}{2k_F},\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m},\qquad R=\frac{\omega_p}{\omega}.
\]

\begin{enumerate}
\item[(a)] Find $\varepsilon(q,\omega)$.
\item[(b)] For $s\ll1$, find the leading errors of $g$ and of $|g|^2$. Evaluate them at $q=k_F$ for a metal with $m=m_e$, $\varepsilon_\infty=1$, $k_F=1.2\times10^{10}\ \mathrm{m^{-1}}$ and $\hbar\omega=30$ meV.
\item[(c)] Find the error for $q\ll k_F$ at any $s$. At which wavevector does static screening break down when $\omega_p=\omega$?
\item[(d)] A polar semiconductor has $m=0.1\,m_e$, $\varepsilon_\infty=10$, $\hbar\omega_{LO}=40$ meV, and is doped so that $\omega_p=\omega_{LO}$. An electron at $E_F+\hbar\omega_{LO}$ emits a phonon and lands at $E_F$. With $|g_b|^2\propto1/q^2$, how large is the error over the allowed $q$? How does it change with doping?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The dielectric function}

Let the total potential energy of an electron be $Ve^{i(\mathbf q\cdot\mathbf r-\omega t)}$. To first order in $V$, the equation of motion $i\hbar\dot\rho=[H,\rho]$ gives, between $\mathbf k+\mathbf q$ and $\mathbf k$,
\[
\hbar\omega\,\rho_{\mathbf k+\mathbf q,\mathbf k}
=(E_{\mathbf k+\mathbf q}-E_{\mathbf k})\rho_{\mathbf k+\mathbf q,\mathbf k}+V(f_{\mathbf k}-f_{\mathbf k+\mathbf q}).
\]
Solving for $\rho$ and summing over states and two spins gives the induced density $\chi_0V$, with
\begin{equation}
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\hbar\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}+i0}.
\label{chi}
\end{equation}
The $+i0$ switches the potential on slowly from the past. The induced density adds the energy $v_q\chi_0V$, $v_q=e^2/(\varepsilon_0\varepsilon_\infty q^2)$, to the bare potential $V_b$. Thus $V=V_b+v_q\chi_0V$, so $V=V_b/\varepsilon$ with $\varepsilon=1-v_q\chi_0$.

In the term with $f_{\mathbf k+\mathbf q}$ rename $\mathbf k+\mathbf q$ as $\mathbf p$; in the other rename $\mathbf k$ as $\mathbf p$. Both integrals then run over the occupied sphere. If $u$ is the component of $\mathbf p$ along $\mathbf q$ in units of $k_F$,
\[
E_{\mathbf p\pm\mathbf q}-E_{\mathbf p}
=\frac{\hbar^2(\pm2\mathbf p\cdot\mathbf q+q^2)}{2m}=\hbar v_Fq\,(\pm u+z).
\]
The directions normal to $\mathbf q$ contribute the disc area $\pi k_F^2(1-u^2)$. Therefore
\[
\chi_0=\frac{k_F^3}{4\pi^2\hbar v_Fq}\int_{-1}^{1}\!du\,(1-u^2)
\left[\frac1{s-u-z}-\frac1{s-u+z}\right].
\]
Replace $u$ by $-u$ in the second fraction and use $v_F=\hbar k_F/m$, $q=2k_Fz$. With the density of states $N=mk_F/(\pi^2\hbar^2)$ this becomes $\chi_0=-NF$, where
\begin{equation}
F=\frac1{8z}\int_{-1}^{1}\!du\,(1-u^2)
\left[\frac1{u+z-s}+\frac1{u+z+s}\right].
\label{Fint}
\end{equation}
Since $(1-u^2)/(u+x)=x-u+(1-x^2)/(u+x)$, each fraction integrates to $2x+H(x)$, with $x=z\mp s$. The terms $2x$ add to $4z$, and
\begin{equation}
F=\frac12+\frac{H(z+s)+H(z-s)}{8z},\qquad
H(x)=(1-x^2)\ln\frac{x+1}{x-1},
\label{F}
\end{equation}
with $s\to s+i0$. The dielectric function is
\begin{equation}
\varepsilon=1+\frac{\kappa^2}{q^2}F,\qquad
\kappa^2=\frac{e^2N}{\varepsilon_0\varepsilon_\infty}=\frac{3\omega_p^2}{v_F^2}.
\label{eps}
\end{equation}
The last form follows from $n=k_F^3/3\pi^2$, which gives $N=3n/(mv_F^2)$.

\subsection*{(b) Slow phonons}

Let $s<1-z$, so that $|z\pm s|<1$. For real $|x|<1$, the logarithm in $H(x\pm i0)$ has imaginary part $\mp\pi$. Hence
\begin{equation}
\operatorname{Im}F=\frac{\pi}{8z}\left[(z+s)^2-(z-s)^2\right]=\frac{\pi s}{2}.
\label{im}
\end{equation}
It describes the energy taken from the potential by electron–hole pairs.

For the real part write $h(x)=(1-x^2)L(x)$, $L=\ln[(1+x)/(1-x)]$. Because $L'=2/(1-x^2)$,
\[
h'=-2xL+2,\qquad h''=-2L-\frac{4x}{1-x^2}.
\]
In $h(z+s)+h(z-s)=2h(z)+s^2h''(z)+O(s^4)$ the odd powers cancel. With $F_0=F(s=0)$,
\begin{equation}
\operatorname{Re}F=F_0-cs^2+O(s^4),\quad
F_0=\frac12+\frac{h(z)}{4z},\quad
c=\frac{1}{4z}\left[L(z)+\frac{2z}{1-z^2}\right].
\label{re}
\end{equation}

Equation (\ref{delta}) then gives
\begin{equation}
\delta=a(F-F_0)\simeq a\left(\frac{i\pi s}{2}-cs^2\right),\qquad
a=\frac{\kappa^2/q^2}{\varepsilon(q,0)} .
\label{small}
\end{equation}
The vertex error is of first order in $\omega/(v_Fq)$, but that term is imaginary: static screening misses a phase. For the modulus,
\begin{align}
\left|\frac{g_{\rm stat}}{g_{\rm dyn}}\right|^2-1
&=(1-acs^2)^2+\left(\frac{\pi as}{2}\right)^2-1+O(s^4)\nonumber\\
&=\left[\left(\frac{\pi a}{2}\right)^2-2ac\right]s^2+O(s^4).
\label{square}
\end{align}
At fixed $q$ in this range, a quantity proportional to $|g|^2$ therefore errs at second order. In an average over $q$ that ends at $2k_F$, or within about $\omega/v_F$ of it as the emission window of part (d) does in a metal, the growth of $c$ as $1/(1-z)$ adds a factor logarithmic in $\omega$. In an average that runs well past $2k_F$, this term changes sign at $z=1$ and the logarithm cancels. A product of one bare and one screened vertex, $g_b^*g=|g_b|^2/\varepsilon$, keeps an imaginary part linear in $s$.

For the metal, $E_F=5.486$ eV and $\kappa/k_F=1.416$. At $q=k_F$, where $z=1/2$,
\[
s=\frac{\hbar\omega}{2E_F}=\frac{0.030}{2\times5.486}=2.73\times10^{-3},\qquad
F_0=\frac12+\frac38\ln3=0.912 .
\]
So $\varepsilon(q,0)=1+1.416^2\times0.912=2.83$, $a=2.005/2.83=0.709$, and $c=(\ln3+4/3)/2=1.216$. The errors are
\[
\operatorname{Im}\delta=0.709\times\frac{\pi}{2}\times2.73\times10^{-3}=3.0\times10^{-3},
\qquad \operatorname{Re}\delta=-6.4\times10^{-6},
\]
and $-3.6\times10^{-6}$ for $|g|^2$, relative to the dynamic value. The bracket in (\ref{square}) is $-0.48$ here and $+0.45$ at $q=0.1k_F$, so the error of $|g|^2$ has no fixed sign.

The expansion fails near $q=2k_F$, where $c$ diverges and the condition $s<1-z$ is lost. It also fails when $q$ is as small as $\omega/v_F$, even in a metal.

\subsection*{(c) Long waves at any speed}

From (\ref{F}), $H(-x)=-H(x)$. For $z\to0$ at fixed $s$,
\[
H(s+z)-H(s-z)\to2zH'(s),\qquad H'(s)=2-2s\ln\frac{s+1}{s-1}.
\]
Hence $F\to\frac12+\frac14H'(s)$, or
\begin{equation}
F(s)=1-\frac s2\ln\frac{s+1}{s-1}.
\label{long}
\end{equation}
Equation (\ref{eps}) gives $\kappa^2/q^2=3R^2s^2$, and $F(0)=1$. Thus
\begin{equation}
\delta=\frac{3R^2s^2}{1+3R^2s^2}\,[F(s)-1].
\label{scaling}
\end{equation}
The first factor measures the strength of static screening, the second how far the carriers fail to follow. Take $R=1$ and a carrier gas dense enough that $q\ll k_F$ at the values of $s$ used. At $s=1/2$ the formula gives $\delta=-0.12+0.34i$, so $|\delta|=0.36$. At $s=2$, $F=1-\ln3=-0.099$ and $\delta=(12/13)(-1.099)=-1.01$. Near $s=1$ the limit form has a logarithmic singularity, which a finite $z$ removes.

For $s\gg1+z$ expand (\ref{Fint}) with $w=u+z$:
\[
\frac1{w-s}+\frac1{w+s}=-\frac{2w}{s^2}\left(1+\frac{w^2}{s^2}+\dots\right).
\]
The integrals of $(1-u^2)w$ and $(1-u^2)w^3$ are $4z/3$ and $4z/5+4z^3/3$, so
\begin{equation}
F=-\frac1{3s^2}-\frac1{s^4}\left(\frac15+\frac{z^2}{3}\right)+\dots,\qquad
\varepsilon=1-R^2\left[1+\frac{3/5+z^2}{s^2}+\dots\right].
\label{fast}
\end{equation}
As $q\to0$ at fixed $\omega$, the static $\varepsilon$ grows as $3R^2s^2$ while the dynamic one tends to $1-\omega_p^2/\omega^2$. Therefore $\delta\to-1$: the static vertex is screened away and the dynamic one is not.

At $R=1$ the dynamic $\varepsilon$ itself vanishes as $q\to0$ and $g_{\rm dyn}$ diverges. This signals that the phonon and the plasmon mix. The bare phonon frequency is then no longer that of a normal mode, and the vertex at that frequency serves as a measure of the screening error, not as a complete theory of scattering.

The change of regime lies near $s=1$, at $q_c=\omega/v_F$. By (\ref{eps}), $\kappa=\sqrt3R\,q_c$. In a metal $R\gg1$, and $q_c$ lies far below $\kappa$; at $q=\kappa$ one has $s=1/(\sqrt3R)\ll1$. When $\omega_p=\omega$, the two scales meet at $q_c=\kappa/\sqrt3$.

To compare $q_c$ with $k_F$, use $a^*=4\pi\varepsilon_0\varepsilon_\infty\hbar^2/(me^2)$ and let $r_sa^*$ be the radius of the sphere that holds one carrier. Then $\kappa^2=4k_F/(\pi a^*)$, and $k_Fr_sa^*=(9\pi/4)^{1/3}=1/\alpha$ gives $1/a^*=\alpha r_sk_F$. Hence, for $\omega_p=\omega$,
\begin{equation}
\frac{q_c}{k_F}=\frac{\hbar\omega}{2E_F}
=\sqrt{\frac{4\alpha r_s}{3\pi}}=0.470\sqrt{r_s}.
\label{cross}
\end{equation}
For $r_s$ of order one, the breakdown thus occurs at wavevectors comparable with $k_F$, which ordinary scattering uses.

\subsection*{(d) The doped polar semiconductor}

The condition $\omega_p=\omega_{LO}$ fixes
\[
n=\frac{\varepsilon_0\varepsilon_\infty m\,\omega_{LO}^2}{e^2}
=1.16\times10^{24}\ \mathrm{m^{-3}}=1.16\times10^{18}\ \mathrm{cm^{-3}}.
\]
This gives $E_F=40.3$ meV, $r_s=1.12$ and $\kappa/k_F=0.860$. Equation (\ref{cross}) yields $q_c/k_F=0.470\sqrt{1.12}=0.50$.

The initial wavevector $k'$ obeys $k'^2=k_F^2+2m\omega_{LO}/\hbar$, and the final one has length $k_F$. Therefore
\begin{equation}
k'-k_F\le q\le k'+k_F,
\label{window}
\end{equation}
here $0.41\le q/k_F\le2.41$. From $q^2=k'^2+k_F^2-2k'k_F\cos\theta$, equal solid angles carry the measure $q\,dq$. Multiplication by $|g_b|^2\propto1/q^2$ leaves $dq/q$.

At $q=k_F$ one has $z=0.5$ and $s=0.497$, just inside the range of (\ref{im}). With $\varepsilon(q,0)=1.675$ and $a=0.740/1.675=0.442$,
\[
\operatorname{Im}\delta=0.442\times\frac{\pi}{2}\times0.497=0.345 .
\]
The real part, from (\ref{F}), is $-0.177$. The following table compares this point with others; its last column is the error of $|g|^2$ relative to the dynamic value.

\begin{center}
\begin{tabular}{lccccc}
\hline
Case & $q/k_F$ & $s$ & $\varepsilon(q,0)$ & $|\delta|$ & $|1+\delta|^2-1$\\
\hline
Metal & 1.0 & 0.0027 & 2.83 & 0.0030 & $-3.6\times10^{-6}$\\
Semiconductor & 0.5 & 0.99 & 3.90 & 1.27 & $-0.69$\\
Semiconductor & 1.0 & 0.50 & 1.68 & 0.39 & $-0.20$\\
Semiconductor & 2.0 & 0.25 & 1.09 & 0.03 & $-0.02$\\
\hline
\end{tabular}
\end{center}

At $q=0.5k_F$ the dynamic value is $\varepsilon=-0.58+2.08i$, against a static $3.90$. Even the sign of the real part is missed. At $q=2k_F$ the error is small because little screening is left to be wrong about.

An average over the window is the rms vertex error
\begin{equation}
D^2=\frac{\displaystyle\int\frac{dq}{q}\left|\frac1{\varepsilon(q,0)}-\frac1{\varepsilon(q,\omega)}\right|^2}
{\displaystyle\int\frac{dq}{q}\left|\frac1{\varepsilon(q,\omega)}\right|^2},
\label{D}
\end{equation}
which is $|\delta|$ averaged in the rms sense with the dynamic coupling as weight. For the semiconductor $D=0.51$. The integrated static weight $\int(dq/q)\,\varepsilon(q,0)^{-2}$ is $0.81$ of the dynamic one. For the metal, with the same $dq/q$ measure taken for comparison, $D=2.6\times10^{-3}$ and the two weights differ by $7\times10^{-6}$ of the dynamic one. The small-$q$ region where $|\delta|\sim1$ has little influence there, since screening suppresses its weight roughly as $(q/\kappa)^4$.

Changing the semiconductor density at fixed $\omega_{LO}$ gives:

\begin{center}
\begin{tabular}{cccc}
\hline
$\omega_p/\omega_{LO}$ & $E_F$ (meV) & $D$ & static/dynamic weight\\
\hline
0.1 & 1.9 & 0.03 & 0.97\\
0.3 & 8.1 & 0.29 & 0.69\\
1 & 40 & 0.51 & 0.81\\
3 & 174 & 0.13 & 0.99\\
10 & 868 & 0.03 & 1.00\\
\hline
\end{tabular}
\end{center}

Of the five densities listed, the matched one has the largest vertex error, but the table steps over a cusp-shaped maximum with broad flanks between $0.3$ and $1$, which is derived below. Both limits can be understood. At high density $s$ is small at $q=\kappa$ and at $q=k_F$, so the carriers follow the lattice. At low density the window closes around $q_0=\sqrt{2m\omega_{LO}/\hbar}$, which does not depend on $n$. There $\kappa^2/q_0^2\propto n^{1/3}$. Within the window $|z-s|\le1$, while $z+s$ is large, so that $H(z+s)\simeq-2(z+s)$. Then (\ref{F}) gives $F\simeq[2(z-s)+H(z-s)]/(8z)$, which is of order $1/z\propto n^{1/3}$. The static value $F_0\simeq1/(3z^2)$ is smaller still. Hence $\delta$ finally falls as $n^{2/3}$: the carriers are slow, but too few to screen. The two lowest densities of the table do not yet follow this limiting power: $D$ changes between them by a factor 8.5, and the power law would give $9^{2/3}=4.3$.

Between the two limits, the lower edge of the window is decisive. There $k'+k_F=2k_F+q$, so $s=1+z$, and (\ref{F}) reduces to
\begin{equation}
F=\frac12-\frac{1+z}{2}\ln\left(1+\frac1z\right)<0 ,
\label{edge}
\end{equation}
because $\ln(1+1/z)>1/(1+z)$. The induced density $\chi_0V=-NFV$ is then in phase with the potential energy $V$, and the energy $v_q\chi_0V$ that it adds has the sign of $V$. In the static formula $F_0>0$, so the added energy has the opposite sign and screens. At $\omega_p/\omega_{LO}=0.3$ this gives $\varepsilon\simeq0.80$ at the edge, so the true vertex exceeds the bare one. At the matched density it gives $\varepsilon\simeq-1.5$. In between, $\varepsilon$ passes through zero at the edge; with (\ref{edge}) this happens at $\omega_p/\omega_{LO}\simeq0.66$. An undamped plasmon of frequency $\omega_{LO}$ then sits exactly at the edge.

Let $x$ be the relative distance of $q$ from the edge. Since $z-s=-1$ there, $H(z-s)$ vanishes as $x\ln x$, and at the critical density so does $\varepsilon$. The dynamic weight contains $\int dx/(x\ln x)^2$, which diverges at $x\to0$, while the static weight stays finite. Hence the weight ratio tends to zero and $D$ tends to one at this density. The rows $0.3$ and $1$ of the table lie on the two sides of this dip. The divergence belongs to the bare phonon frequency and to carriers without collisions; near this density the mixing of phonon and plasmon cannot be left out.

\subsection*{Range of the estimate}

For slow phonons in a metal, the vertex error is of order $\omega/(v_Fq)$ and the error of $|g|^2$ at fixed $q$ away from $2k_F$ is of its square. For the semiconductor, $\omega_p\simeq\omega_{LO}$ leads to an error of order one in the part of the window with $s\sim1$, given $r_s$ of order one and hence $\hbar\omega_{LO}\sim E_F$.

The numbers belong to the RPA at zero temperature. Exchange and correlation are left out and need not be small at these $r_s$. In the semiconductor, $k_BT$ at room temperature is about 26 meV, comparable with $E_F$ at the matched density, so thermal smearing would change the values. The ends of the density table are statements about the model only. With $a^*=5.3$ nm, the rows $0.1$ and $0.3$ have $n^{1/3}a^*=0.12$ and $0.25$, below and at the Mott value of about $0.25$, so at low temperature the carriers would tend to bind to donors; at room temperature these rows have $E_F<k_BT$, and in the nondegenerate limit the response is linear in $n$ instead of following the $n^{2/3}$ law. The row $10$ fills the band to 868 meV at $1.2\times10^{20}\ \mathrm{cm^{-3}}$, where a real band is no longer parabolic. Mode mixing and collisions are also absent; the weights above are measures of coupling and not predicted emission rates. The numerical output lists the values to more digits.

\section*{Computed results}
\begin{verbatim}
METAL: m = m_e, eps_inf = 1
kF = 1.200e+10 1/m, hbar*w = 30.0 meV
vF = 1.3892e+06 m/s, EF = 5.486 eV
r_s = 3.022, hbar*wp = 8.971 eV
kappa/kF = 1.4160
s at q=kF: 2.7340e-03
q=kF: eps static = 2.8286
q=kF: a = 0.7089, c = 1.2160
delta at q=kF: Re -6.443e-06, Im 3.044e-03
error of |g|^2 at q=kF: -3.619e-06
|g|^2 error / s^2, q=0.1 kF: 0.4520
|g|^2 error / s^2, q=kF: -0.4841
rms vertex error D = 2.582e-03
weight ratio static/dynamic - 1 = -7.036e-06
SEMICONDUCTOR at wp = w_LO
m*/m_e = 0.10, eps_inf = 10.0
hbar*w_LO = 40.0 meV
density = 1.1604e+24 1/m^3 = 1.1604e+18 1/cm^3
kF = 3.2509e+08 1/m, vF = 3.7635e+05 m/s
EF = 40.27 meV, r_s = 1.1156
kappa/kF = 0.8603
w_LO/(vF kF) = 0.4967
crossover constant = 0.4703
emission window q/kF: 0.4119 to 2.4119
q/kF=0.5: s=0.9934, eps static=3.8980
  eps dynamic = -0.5837 +2.0804 i
  delta = -1.1498 +0.5337 i, |delta| = 1.2676
  |g_stat/g_dyn|^2 = 0.3073
q/kF=1.0: s=0.4967, eps static=1.6750
  eps dynamic = 1.3791 +0.5774 i
  delta = -0.1766 +0.3447 i, |delta| = 0.3874
  |g_stat/g_dyn|^2 = 0.7968
q/kF=2.0: s=0.2483, eps static=1.0925
  eps dynamic = 1.0837 +0.0316 i
  delta = -0.0081 +0.0289 i, |delta| = 0.0300
  |g_stat/g_dyn|^2 = 0.9848
rms vertex error D = 0.5102
weight ratio static/dynamic = 0.8079
delta at s=10: -1.00002
LONG-WAVE SCALING FORM, wp = w
s=0.5: delta = -0.1177 +0.3366 i, |delta|=0.3566
s=2.0: delta = -1.0141 +0.0000 i, |delta|=1.0141
DENSITY SWEEP: wp/w_LO, EF (meV), D, weight ratio
  0.1      1.869    0.0341    0.9704
  0.3      8.087    0.2908    0.6902
  1.0     40.266    0.5102    0.8079
  3.0    174.222    0.1304    0.9945
 10.0    867.509    0.0341    0.9997
\end{verbatim}
